# Spheres, cubes and the rocksalt Madelung sum

**Q:** I want the electrostatic energy of a rocksalt crystal of point ions. I sit on a positive ion and add its neighbours shell by shell: 6 at distance 1, 12 at $\sqrt2$, 8 at $\sqrt3$, and so on. The signs vary, the distances grow and the crystal is neutral, so the sum must settle at the Madelung constant. A sphere is also the fairest shape for a cut-off. I have reached

$$6-\frac{12}{\sqrt2}+\frac{8}{\sqrt3}-\frac{6}{2}+\frac{24}{\sqrt5}-\dots$$

and it still jumps about. How many shells do I need?

**A:** No number is enough. Let us fix the notation first. Lengths are in units of the nearest-neighbour distance $d$, charges in units of $e$, and potentials in units of $e/(4\pi\varepsilon_0 d)$. The ions sit at integer points $n=(x,y,z)$ with charges $\epsilon_n=(-1)^{x+y+z}$. Your sum is minus the potential at the origin due to the other ions in a sphere:

$$A_S(R)=-\sum_{0<|n|\le R}\frac{\epsilon_n}{|n|}.$$

A square has the parity of its root, so $\epsilon_n=(-1)^{|n|^2}$ and all ions of one shell have the same sign. With $r_3(m)$ the number of sites with $|n|^2=m$,

$$A_S(R)=-\sum_{1\le m\le R^2}(-1)^m\,\frac{r_3(m)}{\sqrt m}.$$

A series can converge only if its terms tend to zero. What do you expect of $r_3(m)/\sqrt m$?

**Q:** The shell's area grows as $R^2$, so perhaps the shell holds about $R^2$ ions?

**A:** That is the count for a shell of fixed thickness. Between $R$ and $R+1$ there are about $2R$ different values of $m=|n|^2$, so the $4\pi R^2$ ions there are shared among them, about $2\pi R$ to each.

To make this precise, put a unit cube around every site. Replacing $1/|n|$ by the average of $1/r$ over the cube costs at most a constant times $1/|n|^2$, and these errors add up to order $R$. The cubes cut by the sphere's surface number of order $R^2$ and carry $1/R$ each, again order $R$. Hence

$$\sum_{0<|n|\le R}\frac1{|n|}=\int_0^R\frac{4\pi r^2}{r}\,dr+O(R)=2\pi R^2+O(R).$$

The left side is also $\sum_{m\le R^2}r_3(m)/\sqrt m$, a sum over $R^2$ values of $m$. Dividing by $R^2$ shows that the mean size of a term tends to $2\pi$. Up to $R=200$ the computed mean is 6.2828, against $2\pi=6.2832$.

Now take any $c<2\pi$. If all terms from some $m$ onwards were at most $c$, their mean could not tend to $2\pi$. So terms larger than $c$ recur for ever, and your sum has no limit.

**Q:** So each shell charge grows in proportion to the radius?

**A:** Only on average. Squares leave remainder 0, 1 or 4 on division by 8, and no three of these add up to 7, so the shell $m=7$ is empty. Again, squares leave 0 or 1 on division by 4. If $x^2+y^2+z^2$ is a multiple of 4, then $x$, $y$ and $z$ must all be even, and halving them gives $r_3(4m)=r_3(m)$. The shells $m=4^a$ therefore hold six ions however large they are. Three neighbouring values show the irregularity: $m=4095$, 4096 and 4097 have 0, 6 and 384 ions. The last two change the sum by $6/64\approx0.09$ and by $384/\sqrt{4097}\approx6.0$. Some terms do become small, but not all of them, and convergence needs all.

**Q:** But a crystal has a definite electrostatic energy. If the sum has no limit, where does the Madelung constant come from?

**A:** From stating what is summed. You have just seen that $\sum1/|n|$ diverges, so the series is not absolutely convergent, and the order of summation is part of its definition. Try cubes:

$$A_C(L)=-\sum_{|x|,|y|,|z|\le L}{}^{'}\;\frac{\epsilon_n}{|n|},$$

where the prime omits the origin. Substituting $t=u^2$ in a Gaussian integral gives

$$\frac1r=\frac1{\sqrt\pi}\int_0^\infty t^{-1/2}e^{-r^2t}\,dt .$$

Since $e^{-r^2t}$ and $\epsilon_n$ both factorize in $x,y,z$, the sum over a cube is the third power of a one-dimensional sum:

$$-A_C(L)=\frac1{\sqrt\pi}\int_0^\infty t^{-1/2}\left[\theta_L(t)^3-1\right]dt,\qquad \theta_L(t)=\sum_{x=-L}^{L}(-1)^xe^{-x^2t}.$$

The $-1$ removes the origin. A sphere has no such factorization.

Written out, $\theta_L=1-2e^{-t}+2e^{-4t}-\dots$, an alternating sum whose terms decrease after the leading 1. It lies between $1-2e^{-t}$ and 1, so $|\theta_L|\le1$. It differs from its limit $\theta$ by at most the first omitted term, $2e^{-(L+1)^2t}$. From $a^3-b^3=(a-b)(a^2+ab+b^2)$,

$$|\theta_L^3-\theta^3|\le3|\theta_L-\theta|\le6e^{-(L+1)^2t}.$$

Define $M$ by the same integral with $\theta$ in place of $\theta_L$:

$$-M=\frac1{\sqrt\pi}\int_0^\infty t^{-1/2}\left[\theta(t)^3-1\right]dt.$$

It exists, because the bracket is at most 2 in size near $t=0$, where $t^{-1/2}$ is integrable, and at most $6e^{-t}$ at large $t$. Integrating the bound with the formula for $1/r$ at $r=L+1$ gives

$$|A_C(L)-M|\le\frac{6}{L+1}\to0 .$$

The cubes converge. Numerically $M=1.747565$.

**Q:** You have replaced one shape by another. Why is the cubes' limit the crystal's value, and not just a property of cubes?

**A:** Because it belongs to the periodic potential with zero mean. For a general point $\mathbf r=(a,b,c)$, replace the three factors by $\theta(a,t)=\sum_x(-1)^xe^{-(x-a)^2t}$ and its partners, and keep all ions:

$$\phi(\mathbf r)=\frac1{\sqrt\pi}\int_0^\infty t^{-1/2}\,\theta(a,t)\,\theta(b,t)\,\theta(c,t)\,dt .$$

The cubes converge to this too. On either side of $a$ the terms alternate and decrease, so the full and the truncated sums are at most 2 in size. For $|a|\le R<L+1$ the omitted part is at most $2e^{-(L+1-R)^2t}$. A product of three factors then changes by at most $3\cdot2\cdot2\cdot2\,e^{-(L+1-R)^2t}$, and the potential by at most $24/(L+1-R)$, uniformly for $|\mathbf r|\le R$.

A shift by one lattice step reverses every charge, so $\phi$ changes sign. It therefore repeats after two steps, and its mean is zero.

The same property gives a fast formula. As $\theta(a+1,t)=-\theta(a,t)$, the Fourier series of $\theta(a,t)$ contains only $e^{2\pi i\kappa a}$ with half-integer $\kappa$. Its coefficient is

$$\frac12\int_0^2\theta(a,t)\,e^{-2\pi i\kappa a}\,da=\int_{-\infty}^{\infty}e^{-a^2t-2\pi i\kappa a}\,da=\sqrt{\frac\pi t}\,e^{-\pi^2\kappa^2/t}.$$

Here each term was shifted by $a\to a+x$. The sign $(-1)^x$ cancels $e^{-2\pi i\kappa x}$, and the shifted intervals of length 2 cover the line twice.

Now split the $t$ integral at $\eta^2$, using the direct sum above it and the Fourier series below. For an ion at distance $s$ the upper part gives

$$\frac1{\sqrt\pi}\int_{\eta^2}^\infty t^{-1/2}e^{-s^2t}dt=\frac{\mathrm{erfc}(\eta s)}{s}.$$

For a wave vector $\mathbf k$ with three half-integer components, the lower part gives, with $v=1/t$,

$$\frac1{\sqrt\pi}\int_0^{\eta^2}t^{-1/2}\left(\frac\pi t\right)^{3/2}e^{-\pi^2k^2/t}dt=\pi\int_{1/\eta^2}^\infty e^{-\pi^2k^2v}dv=\frac{e^{-\pi^2k^2/\eta^2}}{\pi k^2}.$$

Together they are the Ewald formula,

$$\phi(\mathbf r)=\sum_n\epsilon_n\frac{\mathrm{erfc}(\eta|\mathbf r-n|)}{|\mathbf r-n|}+\sum_{\mathbf k}\frac{e^{-\pi^2k^2/\eta^2}}{\pi k^2}\cos(2\pi\mathbf k\cdot\mathbf r).$$

To get $-M$, remove the central ion's $1/r$ and let $r\to0$. Its short-range term becomes $[\mathrm{erfc}(\eta r)-1]/r\to-2\eta/\sqrt\pi$:

$$-M=\sum_{n\ne0}\epsilon_n\frac{\mathrm{erfc}(\eta|n|)}{|n|}+\sum_{\mathbf k}\frac{e^{-\pi^2k^2/\eta^2}}{\pi k^2}-\frac{2\eta}{\sqrt\pi}.$$

This form and direct quadrature of the $\theta$ integral both give 1.74756459.

**Q:** Then what is physically wrong with the sphere? Its surface is far away.

**A:** Far away, but charged. Let $Q(R)$ be the net charge in the sphere, central ion included, and average $\phi$ over the sphere's surface. The surface average of $1/|\mathbf r-n|$ is the potential at $n$ of a unit charge spread over the surface, which is $1/R$ for $|n|\le R$ and $1/|n|$ outside. In a large cube of side parameter $L$, the average is therefore

$$\frac{Q(R)}R+\sum_{|n|>R}\frac{\epsilon_n}{|n|}=\frac{Q(R)}R+A_S(R)-A_C(L).$$

The last step holds because $-A_C(L)$ is the sum over the inner ions, $-A_S(R)$, plus the sum over the outer ones. The bound $24/(L+1-R)$ is uniform on the surface, so we may let $L\to\infty$:

$$A_S(R)=M-\frac{Q(R)}R+\langle\phi\rangle_R .$$

This is an identity for every $R$. It was tested at three radii, with $\langle\phi\rangle_R$ computed separately from the Ewald formula.

**Q:** Two terms spoil the sum, then. How do you know the charge is to blame and not $\langle\phi\rangle_R$?

**A:** Because $\langle\phi\rangle_R\to0$: a large sphere samples the positive and negative regions of $\phi$ ever more evenly. For the proof, take the two parts of the Ewald formula in turn.

The surface average of $\cos(2\pi\mathbf k\cdot\mathbf r)$ is $\sin(2\pi kR)/(2\pi kR)$. At fixed $\eta$ the Gaussian factors make the sum over $\mathbf k$ absolutely convergent, so the Fourier part vanishes at least as fast as $1/R$.

For the short-range part, an ion at distance $s>0$ from the origin contributes

$$\frac1{2Rs}\int_{|R-s|}^{R+s}\mathrm{erfc}(\eta u)\,du\le\frac{e^{-\eta^2(R-s)^2}}{2\eta Rs},$$

where $u$ is the distance from the ion to the surface point, with $u\,du=-Rs\,d(\cos\vartheta)$. The bound uses $\int_w^\infty\mathrm{erfc}(v)\,dv\le e^{-w^2}/\sqrt\pi$. Take $R,\eta\ge1$. A layer of unit thickness at distance $s$ holds at most a constant times $s^2$ ions, and the Gaussian admits only layers near $s=R$. The total is of order $R^2/(\eta R^2)$, so it is at most $C/\eta$ with $C$ independent of $R$ and $\eta$. The central ion adds $\mathrm{erfc}(\eta R)/R$, which obeys a bound of the same kind.

Let $R\to\infty$ first: what remains of $|\langle\phi\rangle_R|$ is at most $C/\eta$. As $\eta$ may be as large as we like, the limit is zero. Therefore

$$A_S(R)+\frac{Q(R)}R\to M,$$

and the part without a limit is $-Q(R)/R$.

**Q:** How large is this charge in practice?

**A:** At $R=100$ the sphere holds about $\tfrac{4\pi}3\times10^6\approx4.2$ million ions, and its net charge is $521\,e$, roughly one part in eight thousand. Yet $Q/R=5.21$ is three times $M$. Your sum gives $-3.470$, with the wrong sign, while $-3.470+5.210=1.740$ is within 0.5% of $M$. At $R=200$ we have $Q=269$ and $0.4036+1.3450=1.7486$, within 0.1%.

Larger spheres do not help the raw sum. For $10<R\le20$ it ranges from $-12.8$ to $17.9$, and for $100<R\le200$ from $-29.5$ to $30.6$. The range widens in each window computed; the argument above proves the absence of a limit, not this growth. Meanwhile the largest $|\langle\phi\rangle_R|$ falls from 0.12 to 0.010 between the same two windows.

The correction has a simple meaning. Spread a charge $-Q$ evenly over the sphere's surface. It adds $-Q/R$ to the potential at the centre, hence $+Q/R$ to $A_S$, and the cluster becomes neutral.

**Q:** Now I see it: cubes converge because they are neutral.

**A:** They are not. Along one axis $\sum_{x=-L}^{L}(-1)^x=(-1)^L$, so the cube's charge is $(-1)^{3L}=(-1)^L$. It never vanishes, but it stays bounded while its distance grows.

We can even find where it acts. Put $f(x)=e^{-x^2t}$ and $\delta_L=\theta_L-\theta$. The omitted terms give

$$\delta_L=(-1)^L\,2\sum_{j\ge0}(-1)^jf(L+1+j).$$

Set $g=f-f''/8$. By Taylor expansion $g(X-\tfrac12)+g(X+\tfrac12)=2f(X)$ up to fourth derivatives, since $+f''/4$ from the shifts cancels $-f''/4$ from the correction. Inserting this for each $2f$, neighbouring terms cancel and leave $\delta_L\simeq(-1)^Lg(L+\tfrac12)$. The relevant $t$ are of order $1/L^2$, so each derivative brings a factor of order $1/L$.

Next, $\theta_L^3-\theta^3=\delta_L^3+3\theta\delta_L^2+3\theta^2\delta_L$. At small $t$ the Fourier series shows that $\theta$ is of order $t^{-1/2}e^{-\pi^2/4t}$, while $\delta_L$ is at most $2e^{-(L+1)^2t}$. Where one factor is not tiny the other is, and the mixed terms are exponentially small in $L$. With $c=L+\tfrac12$ the leading part of $\delta_L^3$ is $(-1)^Le^{-3c^2t}$, and the integral for $1/r$ with $r=\sqrt3\,c$ gives

$$A_C(L)=M-\frac{(-1)^L}{\sqrt3\,(L+\frac12)}+O(L^{-5}).$$

The $L^{-3}$ term is absent because the three second derivatives combine into $-\tfrac18\nabla^2(1/r)=0$. The cube's charge thus acts at its centre as if shared equally among eight corners at $(\pm c,\pm c,\pm c)$.

For $L=20$ the law gives $1.7476-1/(\sqrt3\times20.5)=1.7476-0.0282=1.7194$, which is the directly summed value. For $L=19$ the correction changes sign and the sum is 1.7772. Convergence is slow and alternates about $M$.

**Q:** Could I make the cube neutral and do better?

**A:** Yes, with Evjen's weights: count ions on faces as ½, on edges as ¼ and at corners as ⅛. Each coordinate then has weight ½ at $x=\pm L$, so $\theta_L$ is replaced by $\tfrac12(\theta_L+\theta_{L-1})$. The charge along an axis is $\tfrac12[(-1)^L+(-1)^{L-1}]=0$. The error of each factor becomes

$$\tfrac12(\delta_L+\delta_{L-1})\simeq\frac{(-1)^L}2\left[g(L+\tfrac12)-g(L-\tfrac12)\right]\simeq\frac{(-1)^L}2f'(L).$$

The product of three such factors turns the error in the potential into

$$\frac{(-1)^L}8\,\partial_x\partial_y\partial_z\frac1r=-\frac{(-1)^L}8\,\frac{15\,xyz}{r^7}\quad\text{at } x=y=z=L .$$

There $r^7=27\sqrt3\,L^7$. Since $A$ is minus the potential, to leading order at large $L$

$$A_{\rm Evjen}(L)\simeq M+(-1)^L\frac{5}{72\sqrt3\,L^4}.$$

At $L=4$ the correction is $0.0401/256=0.00016$, and the sum is 1.74772. At $L=1$ the weighted sum is only 1.456, some 17% too low: neutrality alone does not make a small cluster accurate.

**Q:** What does all this do to an energy?

**A:** Take charges $\pm e$ and $d=2.00$ Å as model values. Then $e^2/(4\pi\varepsilon_0d)=7.1998$ eV. Each ion has potential energy $-M$ in this unit. A pair has two ions, and the factor ½ for counting every interaction once leaves

$$E=-1.74756\times7.1998\ \text{eV}=-12.582\ \text{eV per ion pair}.$$

The whole-ion cube with $L=20$ gives $-12.379$ eV, and the Evjen cube with $L=4$ gives $-12.583$ eV. Your sphere with $R=100$, a radius of 200 Å, would give $+24.98$ eV, an unbound crystal; $R=200$ would give $-2.91$ eV. The energy $E$ is that of point ions alone. It leaves out short-range repulsion, polarization, dispersion and zero-point motion.

**Q:** So is the spherical sum simply wrong, and should I use cubes for every crystal?

**A:** Neither. For an isolated cluster cut as a sphere with its ions held in place, $-A_S(R)$ is the true potential at the centre due to the other ions. It answers a question about that charged cluster, not about the periodic crystal. The proof for cubes used the factorized signs $(-1)^x(-1)^y(-1)^z$. For another structure or another choice of cell, the charge and the multipole moments of the growing block must be examined afresh. Neutrality of the infinite crystal settles neither, because it does not say where the pieces are cut.

The sums for further shells, spheres and cubes are in the numerical output below.

## Values computed for the example and the checks

```
Madelung constant M, Ewald (no unit): 1.74756459
Madelung constant M, theta integral (no unit): 1.74756459
First shells: m=|n|^2, ions in shell, sphere sum A_S (no unit)
  m=1  ions=6  A_S=6.0000
  m=2  ions=12  A_S=-2.4853
  m=3  ions=8  A_S=2.1335
  m=4  ions=6  A_S=-0.8665
  m=5  ions=24  A_S=9.8666
  m=6  ions=24  A_S=0.0687
  m=7  ions=0  A_S=0.0687
  m=8  ions=12  A_S=-4.1740
  m=9  ions=30  A_S=5.8260
Mean jump r3/sqrt(m) up to R=200: 6.2828; 2 pi = 6.2832
Ions in shells m=4095, 4096, 4097: 0, 6, 384
Spheres: R, net charge Q (e), A_S, A_S + Q/R (no unit)
  R=10  Q=77  A_S=-6.0350  A_S+Q/R=1.6650
  R=20  Q=113  A_S=-3.8674  A_S+Q/R=1.7826
  R=50  Q=-179  A_S=5.3325  A_S+Q/R=1.7525
  R=100  Q=521  A_S=-3.4700  A_S+Q/R=1.7400
  R=200  Q=269  A_S=0.4036  A_S+Q/R=1.7486
Windows of R: min A_S, max A_S, largest |phi_R| (no unit)
  10<R<=20: -12.818, 17.916, 0.1208
  20<R<=50: -17.642, 23.316, 0.0504
  50<R<=100: -23.874, 26.833, 0.0219
  100<R<=200: -29.462, 30.563, 0.0101
Cubes: L, whole ions A_C, corner-charge law, Evjen sum (no unit)
  L=1  2.133521  2.132465  1.456030
  L=2  1.516646  1.516624  1.751769
  L=3  1.912504  1.912522  1.747042
  L=4  1.619270  1.619265  1.747721
  L=10  1.692579  1.692579  1.747569
  L=19  1.777172  1.777172  1.747564
  L=20  1.719401  1.719401  1.747565
Nearest-neighbour distance: 2.00 angstrom
e^2/(4 pi eps0 d): 7.1998 eV
Energy per ion pair from M: -12.5822 eV
Energy per ion pair from cube L=20: -12.3794 eV
Energy per ion pair from Evjen cube L=4: -12.5833 eV
False energy per ion pair from sphere R=100: 24.9833 eV
False energy per ion pair from sphere R=200: -2.9057 eV
```
